# Wu–Yang inversion: concavity, Newton scheme, finite-basis failures and regularisation, part 2

Wu–Yang inversion seeks the potential $v_b=v_{\rm ref}+\sum_{t=1}^{P}b_t g_t$ whose closed-shell ground-state density $\rho_b$ equals a target $\rho_0$ of $N=2n$ electrons. Formulas are in atomic units, numbers in eV and Å. In an orthonormal orbital basis $h(b)=h_0+G(b)$, with $h_0=T+V_{\rm ref}$, $G(b)=\sum_t b_tG_t$ and eigenvalues $\varepsilon_p$; $i$ labels the lowest $n$ states, $a$ the others. With $m_{0t}=\int g_t\rho_0$, $m_t(b)=\int g_t\rho_b$ and $c_0=\int v_{\rm ref}\rho_0$, the concave functional is

$$W(b)=2\sum_{i=1}^{n}\varepsilon_i(b)-b\cdot m_0-c_0 .$$

For a positive gap,

$$\mathsf g_t=\frac{\partial W}{\partial b_t}=\int g_t(\rho_b-\rho_0),\qquad H_{st}=\frac{\partial^2W}{\partial b_s\partial b_t}=4\sum_{i,a}\frac{G_{s,ia}G_{t,ia}}{\varepsilon_i-\varepsilon_a}.$$

With $B_{ia,t}=G_{t,ia}$, $Bc=0$ means that $c$ leaves the density unchanged while the gap stays open.

$\Gamma$ is the set of symmetric $\gamma$ with $0\le\gamma\le2$ and ${\rm Tr}\,\gamma=N$. $W(b)=\min_\Gamma\mathcal L(\gamma,b)$, where $\mathcal L(\gamma,b)={\rm Tr}\,\gamma h(b)-b\cdot m_0-c_0$. Weak duality is $W(b)\le{\rm Tr}\,\gamma_0T$ for any $\gamma_0\in\Gamma$ in the orbital basis with density $\rho_0$; $T_s$ is the least such kinetic energy. If the $G_t$ span $-h_0$, $W$ can collapse to ${\rm Tr}\,\gamma_0T$ at $h(b)=0$.

The penalised functional is $W_\lambda=W-\lambda b^{\sf T}Kb$, with $K_{st}=\int\nabla g_s\cdot\nabla g_t$; $\lambda=0$ is the plain method, solved by Newton steps.

The example is a ring with $L=10$ Å, $N=6$, $\kappa=2\pi/L$, $\bar n=N/L=0.600$ Å$^{-1}$, plane waves $|k|\le M$, $g_q=\cos q\kappa x$ and $Q=q\kappa$. The target is the density of $v^*=-3\cos\kappa x+\cos2\kappa x-0.5\cos3\kappa x$ in eV, with $T_s=8.5404$ eV; $M=24$ and $P=16$ unless stated. On the uniform ring $H$ is diagonal, $H_{qq}\to-2N/Q^2$ at large $Q$, and $H_{55}=-0.1798$ eV$^{-1}$. A density error $\eta\cos Qx$ gives $\delta m_q=\eta L/2$. For $M=3$, $G_7=0$ but $m_{0,7}=2.525\times10^{-3}$, so $W$ is unbounded.

## Regularisation

Assume that no combination of the $g_t$ is constant, so $K>0$. Then $W_\lambda$ is a concave plus a strictly concave function, and it tends to $-\infty$ because $W$ grows at most linearly. A maximiser $b_\lambda$ exists and is unique for any target, though it may still lie at a level crossing. Where it is gapped, $\mathsf g=2\lambda Kb_\lambda$, so the density is matched only up to this residual. For a direction with $G(c)=0$ the condition reads $-c\cdot m_0=2\lambda c^{\sf T}Kb_\lambda$; on the ring $K_{qq}=Q^2L/2$ is diagonal and $b_q=-m_{0q}/(2\lambda K_{qq})$.

Let $R=b^{\sf T}Kb$ be the roughness and $\lambda_1<\lambda_2$. Optimality gives $W_1-\lambda_1R_1\ge W_2-\lambda_1R_2$ and $W_2-\lambda_2R_2\ge W_1-\lambda_2R_1$. Their sum is $(\lambda_2-\lambda_1)(R_1-R_2)\ge0$, so $R_1\ge R_2$, and the first then gives $W_1\ge W_2$. If $\rho_0$ is the density of $b^*$, comparing $W_\lambda$ at $b_\lambda$ and $b^*$ gives $0\le T_s-W(b_\lambda)\le\lambda(R^*-R_\lambda)$. On the ring at $\lambda=10^{-3}$ Å/eV the deficit is $0.88\times10^{-3}$ eV and the bound $1.88\times10^{-3}$ eV.

For the bias, put $m_0=m(b^*)+\delta m$ and linearise $m(b)\approx m(b^*)+H(b-b^*)$. Stationarity becomes $H(b-b^*)-\delta m=2\lambda Kb$, so $b_\lambda=(H-2\lambda K)^{-1}(Hb^*+\delta m)$. For a weak potential on the ring everything is diagonal:

$$b_{\lambda,q}=f_q\left(b^*_q+\frac{\delta m_q}{H_{qq}}\right),\qquad f_q=\frac{|H_{qq}|}{|H_{qq}|+2\lambda K_{qq}}\approx\frac{1}{1+\lambda Q^4/2\bar n},$$

the last form from $2\lambda K_{qq}/|H_{qq}|\approx\lambda Q^2L\cdot Q^2/2N$ at large $Q$. Signal and noise are cut alike above $Q_c=(2\bar n/\lambda)^{1/4}$. At $q=5$, $Q=\pi$ Å$^{-1}$, $K=49.35$ Å$^{-1}$, and $\lambda=10^{-3}$ Å/eV gives $f=0.17982/(0.17982+0.09870)=0.6456$, the value found by a full inversion of a weak $\cos5\kappa x$ potential. The large-$Q$ form gives 0.6178, that is $\lambda Q^4/2\bar n=0.619$ and $q_c=5/0.619^{1/4}=5.6$; a factor of ten in $\lambda$ moves $q_c$ to 10.0 or 3.2.

Take noise of amplitude 0.002 Å$^{-1}$ and random sign on each $q\le16$. The errors depend on the signs drawn: over 16 other patterns they span 0.7 to 2.4 eV at $\lambda=0$ and 0.08 to 0.15 eV at $\lambda=10^{-3}$ Å/eV, which stays the best value of the scan. One pattern gives the following, where the error is the root mean square of $v_b-v^*$ over the ring, $(\sum_q\delta b_q^2/2)^{1/2}$.

| $\lambda$ (Å/eV) | error (eV) | $R$ (eV²/Å) | $W$ (eV) |
|---|---|---|---|
| 0 | 1.29 | 892 | 8.597 |
| $10^{-4}$ | 0.42 | 90 | 8.582 |
| $10^{-3}$ | 0.088 | 31 | 8.568 |
| $10^{-2}$ | 0.30 | 21 | 8.528 |
| $10^{-1}$ | 1.11 | 6 | 7.945 |

The smallest error of the scan occurs at $\lambda=10^{-3}$ Å/eV, where $q_c=5.6$ is nearly twice the highest harmonic $q=3$ of $v^*$. With $K_{33}=17.8$ Å$^{-1}$ and $|H_{33}|=0.680$ eV$^{-1}$ the uniform filter gives $f_3=0.95$ there, against $0.66$ at $\lambda=10^{-2}$ Å/eV. At the larger $\lambda$ the same filter gives $f_1=0.92$ and $f_2=0.76$, so all three harmonics of $v^*$ are damped, although $q_c=3.2$ lies above them. The target is not uniform, so these factors are only a guide: for the noise-free target the third harmonic is reduced to 0.90 and 0.52 of its value at $\lambda=10^{-3}$ and $10^{-2}$ Å/eV. $W$ changes by 0.03 eV between $\lambda=0$ and $10^{-3}$ Å/eV while the error changes by more than 1 eV, so a value of $W$ close to its maximum does not show that the potential is good. Values above 8.5404 eV break no bound, since the noisy density has its own $T_s$. In this scan $R$ falls steeply at nearly constant $W$ up to the best $\lambda$ and more slowly just beyond it. This offers a guide when $v^*$ is unknown, though not a proven rule.

In the unbounded case $M=3$, $P=10$, the penalised iteration converges with gaps above 3.5 eV. For $q=7$, $K=96.7$ Å$^{-1}$, and $\lambda=10^{-3}$ Å/eV gives $b_7=-2.525\times10^{-3}/0.1934=-0.01305$ eV, as found. The errors are 0.31, 0.17 and 1.04 eV for $\lambda=10^{-2},10^{-3},10^{-4}$ Å/eV. In the last, $b_7=-0.1305$ eV alone would give only $0.092$ eV, so the error sits mostly in other coefficients; that these are the weakly visible ones with $q\le6$ is a conjecture.

Two other remedies alter the step and leave $W$ alone. Truncation keeps the $r$ eigenvectors $U_r$ of largest $|H|$ and stops when $U_r^{\sf T}\mathsf g=0$, which is $r$ equations for $P$ unknowns, so the end point depends on the start. With $r=8$, starts at $0$ and at $0.5\cos14\kappa x$ eV differ by $0.5/\sqrt2=0.354$ eV and end 0.353 eV apart, while the penalised runs agree to $2\times10^{-13}$ eV. A damped step $-(H-\mu)^{-1}\mathsf g$ with $\mu>0$ vanishes only at $\mathsf g=0$, so it has the fixed points of the plain method and none when $W$ is unbounded.

## Helium: the same density in two pairs of bases

The target is the full configuration interaction density in cc-pVTZ, with energy $-78.92$ eV, natural occupations from 1.984 down to $5\times10^{-5}$ and $T_{\rm FCI}=78.929$ eV. The reference is Fermi–Amaldi, $v_{\rm ref}=-2/r+\tfrac12v_H[\rho_0]$. For two electrons $T_s$ in a complete basis is known. With natural orbitals $\chi_p$, $\nabla\rho=2\sum f_p\chi_p\nabla\chi_p$, and the Cauchy–Schwarz inequality gives $|\nabla\rho|^2\le4\rho\sum f_p|\nabla\chi_p|^2$, so every $\gamma$ has $T\ge T_W=\int|\nabla\rho|^2/8\rho$. The doubly occupied orbital $\phi=\sqrt{\rho_0/2}$ has $|\nabla\phi|^2=|\nabla\rho_0|^2/8\rho_0$ and attains the bound. Quadrature gives $T_s=T_W=77.9735$ eV ($2.86547$ hartree), and $T_c=T_{\rm FCI}-T_W=0.955$ eV for this basis. These numbers belong to the cc-pVTZ density and are not converged values for the atom: cc-pVQZ and cc-pV5Z give $T_W=77.988$ and $78.005$ eV, $T_c=0.983$ and $0.992$ eV, and energies of $-78.98$ and $-79.00$ eV.

The balanced pair has 18 s orbitals with exponents $0.15\times2^k$ Å$^{-2}$ and six potentials $e^{-\alpha r^2}$ with $\alpha=0.4\times3^k$ Å$^{-2}$. Two Newton steps raise $W$ from 77.9573 to 77.9593 eV ($2.86495$ hartree), which is 0.014 eV, or 0.02% of $T_W$, below the exact value. The bound $W\le T_W$ holds here only up to the orbital-basis error, since a finite basis raises $\varepsilon_{1s}$. The exact potential, from the orbital equation, is $v=\varepsilon+\nabla^2\phi/2\phi$. A density built from Gaussians has no cusp, so this $v$ is finite at the nucleus, and its Gaussian tail makes $v$ grow as $r^2$; six bounded, decaying functions added to $v_{\rm ref}$ can do neither. These two features explain little of the 0.014 eV, however. In a converged orbital basis, adding $r^2$ and $1/r$ to the six potentials still leaves 0.012 eV, while 17 bounded Gaussians with $\alpha=0.4\times3^{k/2}$ Å$^{-2}$ leave 0.0009 eV, so the deficit comes mainly from the coarseness of the potential basis.

The potential is far less well fixed than $W$. The coefficients are $(-8.77, 10.52, -5.70, 3.04, -2.93, -1.56)$ eV, so $|b|^2\approx240$ eV², for a gain of 0.0020 eV. The iteration stops at $|\mathsf g|<10^{-7}$, which along the softest direction guarantees $b$ only to about $10^{-7}/(9.1\times10^{-7}\ {\rm eV}^{-1})\approx0.1$ eV, so the last digits are not assured. They also depend on the orbital basis: a converged radial basis moves the coefficients by up to 0.08 eV, the final $\varepsilon_{1s}$ by 0.02 eV and $W$ by $10^{-4}$ eV. In the quadratic model the gain is $\tfrac12b^{\sf T}(-H)b$, so the curvature along $b$ is $2\times0.00196/240\approx1.6\times10^{-5}$ eV$^{-1}$ with the unrounded gain, near the soft end of a spectrum that runs from $2.3\times10^{-2}$ to $9.1\times10^{-7}$ eV$^{-1}$ in magnitude. Meanwhile $\varepsilon_{1s}$ moves from $-25.0$ to $-27.5$ eV. An eigenvalue changes at first order, $\partial\varepsilon_{1s}/\partial b_t=m_t/2$, and a combination that is nearly constant where the density lies has $Bc\approx0$ by orthogonality of $i$ and $a$, so it can shift the level at almost no cost in $W$. That such a combination causes this shift is plausible but was not tested; either way the inverted eigenvalue should not be read as an ionisation energy.

The unbalanced pair uses the cc-pVTZ orbitals themselves and 14 Gaussian potentials with $\alpha=0.2\times2^k$ Å$^{-2}$. A spherical operator in 3 s, 2 p and 1 d radial functions has $6+3+1=10$ independent elements, and the $G_t$ reach rank 10, so $G(b)=-h_0$ can be solved. All levels then agree to $5\times10^{-9}$ eV, and $W$ rises from 77.9716 eV at $b=0$ to 78.9290 eV $=T_{\rm FCI}$ ($2.90059$ hartree), above the complete-basis value $T_W$ by the whole of $T_c$; random points near the line from $0$ to this $b$ all stay below $T_{\rm FCI}$. Weak duality is not violated. The $G_t$ span all spherical operators of this orbital basis, $T$ included, so every $\gamma$ in it with density $\rho_0$ has the same ${\rm Tr}\,\gamma T=T_{\rm FCI}$, which is therefore the $T_s$ of the basis. The tenth singular value of the column-scaled system is $1.3\times10^{-6}$ of the first, and the solution of smallest norm in the scaled coefficients, one of many since 14 coefficients meet 10 conditions, reaches $|v_b-v_{\rm ref}|\approx10^8$ eV on the grid. At any maximiser $W=\mathcal L(\gamma_0,b)$, so $\gamma_0$ minimises ${\rm Tr}\,\gamma h$ over $\Gamma$; all its occupations lie strictly between 0 and 2, so it can be moved in every traceless direction, and this forces $h(b)$ to be a multiple of the unit matrix. An optimiser that stops with an open gap in such a basis has therefore not reached a maximum of $W$; a threshold, a penalty, rounding or an iteration limit has stopped it. An implementation should therefore report the gap, the spectrum of $H$, the roughness and $\lambda$ with every inverted potential, and enlarge the orbital basis before the potential basis.

## Numbers as computed

```
ring: L=10 A, N=6, M=24, P=16, v* coefficients [-3.   1.  -0.5] eV
kappa^2/2 = 1.5041 eV, mean density 0.600 1/A
target: gap 3.5792 eV, min density 0.1708 1/A
finite differences: gradient error 3.7e-08, relative Hessian error 7.7e-06
uniform q=3: H -0.67961 (FD -0.67961), -2N/Q^2 -0.44323 1/eV
uniform q=5: H -0.17982 (FD -0.17982), -2N/Q^2 -0.15956 1/eV
uniform q=10: H -0.04100 (FD -0.04100), -2N/Q^2 -0.03989 1/eV
uniform q=20: H -0.01004 (FD -0.01004), -2N/Q^2 -0.00997 1/eV
M=6: H(q=6,7,8) = -0.09234, -0.03799, 0.00000 1/eV
inversion: 5 Newton steps, W(0) 6.01648 eV, max error of b 9.4e-14 eV
W max 8.540377 eV, Ts 8.540377 eV = 0.313853 hartree
Hessian eigenvalues from -0.5912 to -0.00795 1/eV
noise 0.001 1/A at q=3: db_q -0.01463 eV, eta Q^2/4n 0.01128 eV
noise 0.001 1/A at q=10: db_q -0.16027 eV, eta Q^2/4n 0.12534 eV
filter q=5, lam=1e-3 A/eV: 0.64564, formula 0.64564, large-Q 0.61784
clean target, lam=1e-3 A/eV: Ts-W 0.000876 eV, bound 0.001883 eV
noisy target: amplitude 0.002 1/A, random sign, on each q=1..16
 lam 0e+00 A/eV: rms error 1.2918 eV, roughness 892.36 eV^2/A, W 8.59687 eV
 lam 1e-05 A/eV: rms error 1.0158 eV, roughness 506.15 eV^2/A, W 8.59528 eV
 lam 1e-04 A/eV: rms error 0.4218 eV, roughness 89.96 eV^2/A, W 8.58194 eV
 lam 1e-03 A/eV: rms error 0.0876 eV, roughness 30.57 eV^2/A, W 8.56833 eV
 lam 1e-02 A/eV: rms error 0.3005 eV, roughness 20.87 eV^2/A, W 8.52806 eV
 lam 1e-01 A/eV: rms error 1.1131 eV, roughness 6.22 eV^2/A, W 7.94528 eV
starts 0 and 0.5 eV cos(14kx): rms difference truncated(8) 0.3526 eV, penalty 1.6e-13 eV
M=2, 8 potentials: rank 6, |G(c)| 0.510
 change of gamma for 0.5 eV step: null 1.9e-15, cos(kx) 0.1202
M=3, P=10: m0(q=7) 2.525e-03, W at |b7|=1e5 eV: 258.53 eV
 lam 1e-02 A/eV: b7 -0.00131 eV, rms error 0.3142 eV, gap 3.672 eV
 lam 1e-03 A/eV: b7 -0.01305 eV, rms error 0.1683 eV, gap 3.638 eV
 lam 1e-04 A/eV: b7 -0.13054 eV, rms error 1.0420 eV, gap 3.541 eV
He FCI/cc-pVTZ: E -78.9193 eV, occupations 1.98432 ... 5.0e-05
T_FCI 78.9290 eV = 2.900585 hartree; T_W 77.9735 eV = 2.865474 hartree
T_c = T_FCI - T_W = 0.9554 eV
orbitals 18 s, 0.15*2^k 1/A^2; potentials 6 Gaussians, 0.4*3^k 1/A^2
 W(0) 77.9573 eV, W max 77.9593 eV = 2.864950 hartree, 2 steps
 T_W - W max 0.0143 eV; eps_1s -24.999 -> -27.459 eV
 b = [-8.77 10.52 -5.7   3.04 -2.93 -1.56] eV
 Hessian eigenvalues from -2.30e-02 to -9.08e-07 1/eV
cc-pVTZ orbitals, 14 Gaussians 0.2*2^k 1/A^2: rank 10, sv10/sv1 1.3e-06
 W(0) 77.9716 eV, collapsed W 78.9290 eV
 level spread 4.8e-09 eV, max |v_b - v_ref| 9.940e+07 eV
```
